# Nonlinear Hall current from the Berry curvature dipole in two dimensions, part 3

In a two-dimensional conductor with time-reversal symmetry, a field $\mathbf E(t)=\mathrm{Re}(\boldsymbol{\mathcal E}\,\mathrm e^{i\omega t})$ drives a Hall current quadratic in the field, set by the Berry curvature dipole $\mathbf D$. SI units are used; the charge is $-e$, $\partial_a=\partial/\partial k_a$, repeated indices are summed, $\int_k=\sum_{\rm bands}\int d^2k/(2\pi)^2$. The band energy is $\varepsilon$, $f_0$ is the Fermi function at chemical potential $\mu$, and the Berry curvature $\Omega$ is the curl of $A_a=i\langle u|\partial_au\rangle$. With occupation $f$ and relaxation time $\tau$,
$$\hbar\dot{\mathbf k}=-e\mathbf E. \tag{1}$$
$$\dot{\mathbf r}=\mathbf v+\frac e\hbar\,\mathbf E\times\boldsymbol\Omega,\qquad \mathbf v=\frac1\hbar\nabla_{\mathbf k}\varepsilon. \tag{4}$$
$$\partial_tf-\frac e\hbar E_b\,\partial_bf=-\frac{f-f_0}\tau. \tag{6}$$
$$\mathbf j=-e\int_kf\,\dot{\mathbf r}=-e\int_kf\,\mathbf v-\frac{e^2}\hbar\,\mathbf E\times\int_kf\,\boldsymbol\Omega. \tag{7}$$
The exact solution and its first order are
$$f(\mathbf k,t)=\int_0^\infty\frac{ds}\tau\,\mathrm e^{-s/\tau}f_0\big(\mathbf k+\mathbf Q(t,s)\big),\qquad \mathbf Q=\frac e\hbar\,\mathrm{Re}\left[\boldsymbol{\mathcal E}\,\mathrm e^{i\omega t}\frac{1-\mathrm e^{-i\omega s}}{i\omega}\right]. \tag{8}$$
$$f_1^\omega=\frac{e\tau}{\hbar}\,\frac{\mathcal E_b\,\partial_bf_0}{1+i\omega\tau}. \tag{9}$$
The $s$ integral folds onto one period with the factor $(1-\mathrm e^{-2\pi/\omega\tau})^{-1}$, and $B(\mathbf Q)=\int_kf_0(\mathbf k+\mathbf Q)\Omega(\mathbf k)$ is odd. The Drude responses are
$$\sigma_{ab}(\omega)=\frac{e^2\tau}{\hbar^2(1+i\omega\tau)}\int_kf_0\,\partial_a\partial_b\varepsilon, \tag{12}$$
$$j_a^{2\omega,\rm Drude}=-\frac{e^3\tau^2}{2\hbar^3}\,\frac{\mathcal E_b\mathcal E_c}{(1+i\omega\tau)(1+2i\omega\tau)}\int_kf_0\,\partial_a\partial_b\partial_c\varepsilon, \tag{13}$$
Time reversal cancels (13) and the linear Hall current. The dipole, with $D_b=D_{bz}$, gives the direct current $\mathbf j^0$ and the second harmonic $\mathbf j^{2\omega}$:
$$D_{bd}=\int_kf_0\,\partial_b\Omega_d=-\int_k\Omega_d\,\partial_bf_0=\int_k\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\Omega_d\,\partial_b\varepsilon. \tag{14}$$
$$j_a(t)=\frac{e^3\tau}{\hbar^2}\,\epsilon_{acd}D_{bd}\;\mathrm{Re}\left[\frac{\mathcal E_b\,\mathrm e^{i\omega t}}{1+i\omega\tau}\right]\mathrm{Re}\left[\mathcal E_c\,\mathrm e^{i\omega t}\right]. \tag{15}$$
$$\chi_{abc}=-\epsilon_{adc}\,P(\omega)\,D_{bd},\qquad P(\omega)=\frac{e^3\tau}{2\hbar^2(1+i\omega\tau)}. \tag{16}$$
$$\mathbf j^{2\omega}=P\,(\mathbf D\cdot\boldsymbol{\mathcal E})\,\boldsymbol{\mathcal E}\times\hat{\mathbf z},\qquad \mathbf j^0=\mathrm{Re}\left[P\,(\mathbf D\cdot\boldsymbol{\mathcal E})\,\boldsymbol{\mathcal E}^*\times\hat{\mathbf z}\right]. \tag{17}$$
With $S=\mathrm{Im}(\mathcal E_x\mathcal E_y^*)$, the helicity-odd direct current, and the total for circular polarization with $\mathbf D$ along $x$, are
$$\mathbf j^0_{\rm hel}=\frac{e^3\tau}{2\hbar^2}\,\frac{\omega\tau}{1+\omega^2\tau^2}\,S\,\mathbf D. \tag{19}$$
$$\mathbf j^0=\frac{e^3\tau D_xE^2}{4\hbar^2(1+\omega^2\tau^2)}\,(\pm\omega\tau,\,-1), \tag{20}$$
with the upper sign for counterclockwise rotation. A symmetry acting in the plane as $R$ requires
$$\Omega_{xy}(\mathbf k)=R_{ix}R_{jy}\,\Omega_{ij}(R\mathbf k)=(R_{xx}R_{yy}-R_{yx}R_{xy})\,\Omega(R\mathbf k)=\det R\;\Omega(R\mathbf k). \tag{21}$$
$$\mathbf D=\det R\;R\,\mathbf D. \tag{22}$$
The example has valleys $s=\pm1$:
$$H_s=s\hbar wk_x+\hbar v(sk_x\sigma_x+k_y\sigma_y)+\Delta\sigma_z,$$
with $\mathbf p=\hbar v\mathbf k$, $\eta=w/v$, $\rho=\sqrt{p^2+\Delta^2}$, $u=\Delta^2/\mu^2$, $g_1=(\rho^2-\Delta^2)/\rho^4$ and $g_3=(\rho^2-\Delta^2)^2/\rho^4$. Its upper band has curvature $\Omega_s=-s\hbar^2v^2\Delta/2\rho^3$ and dipole
$$D_x=\frac{3\hbar w\Delta}{4\pi}\left[\int_\Delta^\infty g_1f_0'\,d\rho+\frac{\eta^2}8\int_\Delta^\infty g_3f_0'''\,d\rho+O(\eta^4)\right]. \tag{24}$$
and at zero temperature
$$D_x=-\frac{3\hbar w}{4\pi\Delta}\,u(1-u)\left[1+\eta^2\frac{u(5u-3)}{2(1-u)}+O(\eta^4)\right]. \tag{25}$$
The leading term is extremal at $\mu=\sqrt2|\Delta|$, where it is $-3\hbar w/16\pi\Delta$. In the lattice tests $a_0$ is the length unit, $\boldsymbol\delta_j$ are bond vectors, and the scale is (14) with the modulus of its integrand.

## 9. Worked example

The parameters are round model values: $v=5\times10^5$ m/s, $w=5\times10^4$ m/s, so $\eta=0.1$; $\Delta=50$ meV, $\mu=70$ meV, $T=50$ K, $\tau=10^{-12}$ s, $\omega=10^{12}$ rad/s, so $\omega\tau=1$; $E=100$ V/m. Up to six digits are kept so that independent routes can be compared; the physical content of a constant-$\tau$ model does not reach that far.

The scales are $\hbar v=3.2911\times10^{-10}$ eV m, $\hbar w=3.2911\times10^{-11}$ eV m and $k_BT=4.309$ meV. Both $\hbar/\tau$ and $\hbar\omega$ equal $0.658$ meV, small against $\mu-\Delta=20$ meV and against the minimum direct gap $2\Delta=100$ meV. The mean displacement of the Fermi sea that a static field of this strength would produce is, in energy units, $eE\tau v=0.050$ meV; at $\omega\tau=1$ its amplitude is smaller by a factor $\sqrt2$. The factor $\exp[-(\mu+\Delta)/k_BT]=8\times10^{-13}$ estimates the hole occupation of the lower band, which is dropped. The two valleys hold $3.714\times10^{15}$ electrons per m$^2$.

The curvature of valley $s=+1$ at its centre is
$$\Omega_+(0)=-\frac{(\hbar v)^2}{2\Delta^2}=-\frac{(3.2911\times10^{-10})^2}{2\,(0.050)^2}\ \text{m}^2=-2.166\times10^{-17}\ \text{m}^2,$$
and at $\rho=\mu$ it is smaller by $(50/70)^3$, namely $-7.894\times10^{-18}$ m$^2$.

For the dipole at zero temperature, $u=(50/70)^2=0.5102$. The extremal value is $-3\times3.2911\times10^{-11}/(16\pi\times0.050)=-3.9284\times10^{-11}$ m, and the leading term is $4u(1-u)$ times it:
$$D_x^{\rm lead}=4\times0.5102\times0.4898\times(-3.9284\times10^{-11}\ \text{m})=-3.9268\times10^{-11}\ \text{m}.$$
The correction relative to the leading term is $0.1^2\times0.5102\times(5\times0.5102-3)/(2\times0.4898)=-0.00234$, giving $-3.9176\times10^{-11}$ m, against $-3.9175\times10^{-11}$ m from the exact ellipse.

At 50 K the Fermi-sea and Fermi-surface forms of (14), summed on a grid with the full tilt, both give
$$D_x=-3.67341\times10^{-11}\ \text{m}=-0.0367\ \text{nm},$$
and the program tests their agreement and that $D_y=0$. The thermal average of the leading term is $-3.6761\times10^{-11}$ m, larger in magnitude by $0.07$ per cent of the grid value, the remainder being the higher orders in $\eta$ in (24). The magnitude is about 6 per cent below the zero-temperature value. The direction of the change follows from (24): $\mu$ lies almost at the extremum of $g_1$, so an average over neighbouring energies lowers it.

The prefactor is $e^3\tau/2\hbar^2=0.18491$ A/V$^2$, and $1/(1+i)=(1-i)/2$. Then
$$\chi_{yxx}=-PD_x=0.18491\times3.67341\times10^{-11}\times\frac{1-i}2=3.3962\times10^{-12}\,(1-i)\ \text{A m/V}^2 .$$
For $\mathbf E\parallel\hat{\mathbf x}$, multiplying by $E^2=10^4$ V$^2$/m$^2$ gives $j_y^{2\omega}=3.3962\times10^{-8}(1-i)$ A/m, with modulus $\sqrt2\times3.3962\times10^{-8}=4.803\times10^{-8}$ A/m $=48.0$ nA/m, and $j_y^0=3.3962\times10^{-8}$ A/m. The Fourier components of the current computed from the exact solution (8), with both the Drude and the anomalous part, reproduce these numbers to all five digits. A static field of the same strength would give $2\times0.18491\times3.67341\times10^{-11}\times10^4=1.3585\times10^{-7}$ A/m. For $\mathbf E\parallel\hat{\mathbf y}$, along the mirror line, the largest second-harmonic component from (8) is about $10^{-15}$ A/m, a numerical zero on this scale.

The linear response (12) is $\sigma_{xx}=1.0072\times10^{-3}(1-i)$ S, tested against the first harmonic of (8), so $|j_x^\omega|=\sqrt2\times1.0072\times10^{-3}\times100=0.14244$ A/m and
$$\frac{|j_y^{2\omega}|}{|j_x^\omega|}=\frac{4.803\times10^{-8}}{0.14244}=3.37\times10^{-7}.$$
Dividing (17) by (12), the factor $\tau/(1+i\omega\tau)$ cancels and the ratio is $e|D_x|E/(2\int_kf_0\,\partial_x^2\varepsilon)$, independent of $\tau$ and $\omega$ in this model and linear in $E$. In an open-circuit geometry the measured quantity is instead the transverse field $-j_y^{2\omega}/\sigma_{yy}(2\omega)$ that cancels the current.

For circular polarization (20) gives components of modulus $0.18491\times3.67341\times10^{-11}\times10^4/4=1.6981\times10^{-8}$ A/m at $\omega\tau=1$. Since $D_x<0$, the counterclockwise field gives $\mathbf j^0=(-1.6981,\,1.6981)\times10^{-8}$ A/m and the clockwise field $(1.6981,\,1.6981)\times10^{-8}$ A/m, which is what (8) yields. At $\omega\tau=10$ the $\tau$-free limit is $-0.18491\times3.67341\times10^{-11}\times10^4/(2\times10)=-3.3962\times10^{-9}$ A/m, and (8) gives $-3.3625\times10^{-9}$ A/m. Their ratio $0.990$ is the factor $\omega^2\tau^2/(1+\omega^2\tau^2)=100/101$ of (20).

The terms removed by time reversal are large in a single valley. From $\partial^3\rho/\partial p_x^3=-3p_x(p_y^2+\Delta^2)/\rho^5$ and (13), the second-harmonic Drude current of valley $s=+1$ has modulus $2.051\times10^{-6}$ A/m along $x$, tested against (8); this is about 43 times the Hall current of both valleys. The sum over valleys is about $3\times10^{-15}$ A/m. The linear Hall current of the upper band of one valley is $5.408\times10^{-4}$ A/m, and the valley sum is about $2\times10^{-19}$ A/m. Both cancellations are tested. An imbalance of about 2 per cent between the Drude terms of the two valleys would produce a longitudinal second harmonic as large as the Hall signal at this $\tau$; the two scale as $\tau^2$ and $\tau$ for $\omega\tau\ll1$.

## 10. Range of validity

The weak-field condition can be read from the exact solution. Shifting the variable, $B(\mathbf Q)=\int_kf_0(\mathbf k)\,\Omega(\mathbf k-\mathbf Q)$, and since $B$ is odd,
$$B(\mathbf Q)=-\mathbf Q\cdot\mathbf D-\tfrac16Q_aQ_bQ_c\int_kf_0\,\partial_a\partial_b\partial_c\Omega+\dots$$
The first correction to (17) is therefore of relative order $E^2$. The displacement has been moved onto $\Omega$, so the scale with which $Q$ is compared is the momentum over which the curvature varies, about $\Delta/\hbar v$ in the Dirac model when $\mu$ is of order $\Delta$ (for $\mu\gg\Delta$, $\mu$ replaces $\Delta$ here and in the estimates below, since the curvature on the Fermi contour varies on the scale $\rho\simeq\mu$), and not the thermal width of the Fermi edge. The small parameter is $(eE\tau v/\Delta)^2$ for $\omega\tau\lesssim1$ and $(eEv/\omega\Delta)^2$ for $\omega\tau\gg1$, up to a numerical coefficient that need not be near one. For a static field along $x$ the lag average $\langle s^3\rangle/\langle s\rangle=6\tau^2$ cancels the factor $\tfrac16$, and the expansion of section 8, at leading order in $\eta$ and $T=0$, gives the relative correction $\tfrac14(45-105u)(eE\tau v/\mu)^2$. Its coefficient is about $-15$ near the band edge, about $+11$ for $\mu\gg\Delta$, and zero at $u=3/7$, that is $\mu\simeq76$ meV for $\Delta=50$ meV. In other models it grows further if $D$ itself is small by cancellation. The program finds an error of (17), relative to (17), of $1.284\times10^{-4}$ at 2000 V/m and $5.143\times10^{-4}$ at 4000 V/m, and tests that the ratio, $4.01$, is near 4. At 2000 V/m, $eE\tau v=20\times0.050=1.0$ meV and $(1.0/50)^2=4\times10^{-4}$, about three times the error found. The coefficient is this small because $\mu=70$ meV lies near the zero at $u=3/7$, and because at $\omega\tau=1$ the lag average for the second harmonic is $1.34\tau^2$ in place of $6\tau^2$. This estimate concerns the expansion of (6) and (7) only; it omits corrections to the velocity (4) beyond first order in the field, and heating: (6) relaxes the energy toward a fixed temperature at the same rate $1/\tau$ as the momentum, whereas in a real layer energy usually relaxes more slowly, so that the carriers, and then the lattice, warm up.

The collision term is the main physical restriction. If $\tau$ depends on energy alone, (9) holds with $\tau(\varepsilon)$, the factor $\tau/(1+i\omega\tau)$ moves inside the Fermi-surface form of (14), and the symmetry argument is unchanged because $\tau(\varepsilon)$ is invariant under $R$. Impurity scattering between Bloch states with Berry curvature also involves side jumps and skew scattering. These are absent from (6), are allowed by time reversal at second order in the field, and are not shown here to be small, so (16) is the Berry-dipole contribution to the second-order current and not a complete prediction for a given sample.

The derivation of (4) fails where bands touch or approach within $\hbar\omega$ or $\hbar/\tau$ near the Fermi level. In the Dirac model the zero-temperature extremal dipole grows as $1/\Delta$. This law requires $\Delta\gg k_BT$, since otherwise thermal averaging and holes in the lower band reduce the dipole, and it cannot be extended to $\Delta$ comparable to $\hbar/\tau$ or $\hbar\omega$, where the present treatment no longer applies. When $\hbar\omega$ reaches the direct gap between filled and empty states, interband shift and injection currents appear, which are outside the present treatment. If time reversal is broken, the result (22) for $\mathbf D$ stands, but the Drude term (13) and the linear Hall term return, along with terms of order $\tau^0E^2$ from the next order of the adiabatic expansion. A magnetic field changes both (1) and the phase-space density, and none of the formulas above include it.

## 11. Points for implementation

The tight-binding Hamiltonian must carry the orbital positions in its phases, as the honeycomb models do through $\mathrm e^{i\mathbf k\cdot\boldsymbol\delta_j}$. Removing them amounts to $|u'\rangle=\mathrm e^{i\mathbf k\cdot\hat{\mathbf X}}|u\rangle$, with $\hat{\mathbf X}$ the diagonal matrix of positions in the cell. Then $A'_a=i\langle u|(i\hat X_a+\partial_a)|u\rangle=A_a-\langle\hat X_a\rangle$. The added term depends on $\mathbf k$ through the orbital weights and has in general a nonzero curl, so $\Omega'\ne\Omega$, and $\Omega'$ need not obey (21), because the choice of cell need not respect the point group.

The $\mathbf k$ grid should be invariant under $\mathbf k\to-\mathbf k$ and under the point group, as a uniform grid spanned by the reciprocal vectors, with the same number of divisions along each and containing the origin, is. The cancellations of sections 4 and 7 then hold point by point rather than only at convergence. In the worked example the one-valley Drude and linear Hall terms exceed the signal by factors of about 43 and $10^4$. A residue of the Drude term left by an asymmetric grid enters the direct and second-harmonic currents. A residue of the linear Hall term is proportional to $\mathbf E$ and appears at $\omega$, so the Fourier analysis separates it from the signal, with which it competes only for a static field.

The Fermi-surface form of (14) needs $\Omega$ and $\partial_b\varepsilon=\langle n|\partial_bH|n\rangle$ only near $\mu$ and no derivative of $\Omega$. The Fermi-sea form differentiates $\Omega$ at every occupied state, including avoided crossings far below $\mu$, where large contributions from adjacent filled bands must cancel. Agreement of the two forms is a check of convergence. On a uniform grid at finite temperature, Poisson summation gives an error that falls as $\exp(-2\pi\kappa/h)$, where $h$ is the spacing and $\kappa$ the distance from the real axis to the nearest singularity of the integrand. The Fermi function has poles at $\varepsilon=\mu\pm i\pi k_BT$, which gives $\kappa\simeq\pi k_BT/\hbar v_F$ with $v_F$ the largest velocity on the Fermi contour (an estimate of the rate of decay, not of the size of the error), so the spacing should satisfy $\hbar v_Fh\lesssim k_BT$ and also resolve the gap.

To reproduce the reference calculation, sample one period at $N$ equally spaced times, evaluate (8) with Gauss-Legendre nodes on the folded interval, form (7), and extract $j^0=\langle j\rangle$ and $j^{n\omega}=2\langle j\,\mathrm e^{-in\omega t}\rangle$, where the factor 2 matches the convention $\mathrm{Re}(j^{n\omega}\mathrm e^{in\omega t})$. Harmonic $n$ aliases with $N-n$, which first appears at order $E^{N-n}$ and is negligible in the weak-field regime for modest $N$. With the convention $\mathrm e^{-i\omega t}$ every amplitude is replaced by its conjugate, $1+i\omega\tau$ becomes $1-i\omega\tau$, and the counterclockwise field is $(1,+i)/\sqrt2$; the physical currents do not change, but (15) must be written with $\mathrm e^{-i\omega t}$ and $1-i\omega\tau$, and in (19) the helicity becomes $S=\mathrm{Im}(\mathcal E_x^*\mathcal E_y)$, which is again $+E^2/2$ for counterclockwise rotation; (20) stands as written.

## Computed results

```
v = 5.0e+05 m/s, w = 5.0e+04 m/s, w/v = 0.10
Delta = 50 meV, mu = 70 meV, T = 50 K, kT = 4.309 meV
tau = 1e-12 s, omega = 1e+12 rad/s, omega*tau = 1.0, E = 100 V/m
hbar v = 3.2911e-10 eV m, hbar w = 3.2911e-11 eV m
hbar/tau = 0.658 meV, e E tau v = 0.050 meV
valence hole factor exp(-(mu+Delta)/kT) = 8.0e-13
density, two valleys = 3.7139e+15 m^-2
Omega(s=+1) at k=0: -2.1662e-17 m^2; at root = mu: -7.8944e-18 m^2
pulse test |E| = 1e+04 V/m at p = (30, -20) meV:
  anomalous velocity evolved (-99.16, 145.03) m/s, formula (-99.16, 144.94) m/s
u = 0.5102, D_x leading 0 K = -3.9268e-11 m, relative correction = -0.00234
D_x corrected 0 K = -3.9176e-11 m, exact ellipse = -3.9175e-11 m
extremum (w/v = 0.01) at mu = 70.71 meV, sqrt2 Delta = 70.71 meV
leading extremal D_x (w/v = 0.1) = -3.9284e-11 m
D_x 50 K sea = -3.67341e-11 m = -0.0367 nm, surface = -3.67341e-11 m
D_x 50 K thermal average of leading term = -3.6761e-11 m
e^3 tau/(2 hbar^2) = 1.8491e-01 A/V^2
chi_yxx = 3.3962e-12 -3.3962e-12i A m/V^2
E||x j0_y: exact 3.3962e-08, formula 3.3962e-08 A/m
E||x j2_y exact   = 3.3962e-08 -3.3962e-08i A/m
E||x j2_y formula = 3.3962e-08 -3.3962e-08i A/m
|j2_y| = 4.8029e-08 A/m = 48.03 nA/m
static limit j_y = 1.3585e-07 A/m
E||y max |j2| = 1.3e-15 A/m
sigma_xx = 1.0072e-03 -1.0072e-03i S, |j1_x| = 1.4244e-01 A/m
|j2_y|/|j1_x| = 3.372e-07
one-valley Drude |j2_x| = 2.0509e-06 A/m, both valleys 2.8e-15 A/m
one-valley linear Hall |j1_y| = 5.4084e-04 A/m, both 2.2e-19 A/m
circular ccw j0 = (-1.6981e-08, 1.6981e-08) A/m
circular cw  j0 = (1.6981e-08, 1.6981e-08) A/m
circular ccw j0_x formula = -1.6981e-08 A/m
ccw, omega*tau = 10: j0_x = -3.3625e-09 A/m, tau-free limit -3.3962e-09 A/m
relative error of j2_y formula: 1.284e-04 at 2000 V/m, 5.143e-04 at 4000 V/m, ratio 4.01
lattice dipoles in units of a0 (hopping 1, kT = 0.05): D_x, D_y, scale
  honeycomb C3v: +4.840e-12, -1.783e-12, 1.067e-01
  honeycomb C3: +3.710e-12, -1.938e-12, 1.052e-01
  honeycomb C2, T broken: +1.715e-13, +2.406e-12, 1.163e-01
  square C2v, T broken: +1.057e-12, +7.428e-13, 5.909e-02
  square mirror line x: +1.052e-12, -7.612e-03, 6.560e-02
  honeycomb mirror line y: -3.477e-02, -1.298e-12, 8.511e-02
  honeycomb C1: -2.753e-02, +8.544e-03, 7.820e-02
chiral C3 model: max mirror asymmetry of squared energy = 0.077 (hopping^2)
```
